Silicon's Valence Plasmon Energy and Penn Gap from Lattice Constant and Permittivity

**Problem**

Silicon crystallizes in the diamond structure with cubic lattice constant a = 0.5431 nm. Each atom has four valence electrons, and the static relative permittivity is ε = 11.7.

(a) Treat the valence electrons as free and find the energy ħω_p of their collective oscillation, the plasmon energy.

(b) Now let every valence electron be bound with one and the same natural frequency ω₀. Find the energy E_P = ħω₀ that reproduces the given permittivity. This one-oscillator energy is what "Penn gap" means here.

(c) Say how E_P is related to an energy gap, and how far the neglected effects move the two results.

SI units are used, with energies in eV. The charge of an electron is −e, and m is the free-electron mass. A band-edge effective mass would be wrong here: it describes a few carriers near a band edge, whereas in this problem all the valence electrons respond together. Silicon's two atoms per primitive cell are alike, so a uniform displacement of one against the other creates no dipole at first order. The static permittivity is therefore taken as electronic.

**The electron density**

A face-centred cubic cell has eight corner points, each shared by eight cells, and six face points, each shared by two. That makes 1 + 3 = 4 lattice points. The diamond structure puts two atoms at each point, so the cubic cell holds 8 atoms and 8 × 4 = 32 valence electrons. Hence

n = 32/a³ = 32/(0.16019 nm³) = 199.76 nm⁻³,

or 1.9976 × 10²⁹ m⁻³.

**First estimate by scaling**

Suppose the oscillation is classical and does not depend on the size of the sample. The available quantities are then the density n, the mass m and the strength of the Coulomb force, e²/ε₀. Their units are m⁻³, kg and kg m³ s⁻². Try

ω ~ n^α (e²/ε₀)^β m^γ.

The power of the second requires −2β = −1, so β = 1/2. The power of the kilogram requires β + γ = 0, so γ = −1/2. The power of the metre requires −3α + 3β = 0, so α = 1/2. Therefore

ω ~ √(ne²/(ε₀m)),

with a numerical factor that units cannot supply. Setting it to one, and using n ≈ 2.0 × 10²⁹ m⁻³, gives ω ≈ 2.52 × 10¹⁶ rad/s. Multiplication by ħ = 6.58 × 10⁻¹⁶ eV s gives about 17 eV.

For the bound electrons, a field E pulls with a force of size eE against a spring of stiffness mω₀². The displacement is of size eE/(mω₀²), and the dipole moment per volume is of size ne²E/(mω₀²). If this polarization is much larger than ε₀E, the permittivity is nearly all polarization:

ε ~ ne²/(ε₀mω₀²) ~ (ω_p/ω₀)².

So ħω₀ ~ ħω_p/√ε. With √11.7 = 3.42, the estimate is about 17/3.4 = 5 eV. Two questions remain open: the numerical factor in the plasma frequency, and the error made by neglecting ε₀E.

**Exact solution of the model: free electrons**

Take a wide slab with its faces perpendicular to x. The ions form a fixed, uniform positive background of charge density +en, and the electrons fill it with charge density −en. Move all the electrons by a small distance u in the +x direction. The interior stays neutral. A layer of thickness u on the right face now holds extra electrons, with charge −enu per area. A layer of equal thickness on the left face has lost its electrons and carries +enu per area.

Two opposite sheets of charge ±σ produce a field σ/ε₀ between them, directed from the positive to the negative sheet. Here σ = enu and the field points along +x:

E = enu/ε₀.

The force on an electron is −eE, so Newton's law reads

m d²u/dt² = −(ne²/ε₀)u.

The force is opposite to the displacement and proportional to it. This is a harmonic oscillator with

ω_p² = ne²/(ε₀m).

The factor left open by the units is one for this geometry. It does depend on geometry. Inside a uniformly charged ball of density ρ the field is ρr/(3ε₀), by Gauss's law. Two balls of density ±en whose centres are displaced by u therefore give a field enu/(3ε₀) where they overlap. The restoring force is three times weaker, and the frequency is ω_p/√3. For the present density that would be 16.6/1.73 = 9.6 eV. The bulk plasmon is a wave whose displacement lies along its direction of travel. Its charge is arranged in planes, so the slab is the right geometry for it.

The numbers are

ω_p² = (1.9976 × 10²⁹)(1.6022 × 10⁻¹⁹)²/[(8.8542 × 10⁻¹²)(9.1094 × 10⁻³¹)] s⁻²
ω_p² = 6.358 × 10³² s⁻²
ω_p = 2.5214 × 10¹⁶ rad/s
**ħω_p = 16.6 eV.**

The result can be tested without the two-layer argument. Forty charged sheets, 0.25 nm apart, were placed in a fixed background of silicon's valence density and displaced by a tenth of their spacing. Their motion was followed in time, with the field summed sheet by sheet. The oscillation energy came out as 16.596 eV, the same as the formula to the digits given.

**Exact solution of the model: bound electrons**

Add a restoring force −mω₀²u to each electron. In a static average field E inside the material, the forces balance:

−eE − mω₀²u = 0, so u = −eE/(mω₀²).

The electrons move against the field. The polarization is the charge density of the moving electrons times their displacement:

P = −enu = ne²E/(mω₀²).

The two minus signs cancel, and P is parallel to E. The relative permittivity is defined by ε₀E + P = εε₀E. Dividing by ε₀E gives

ε = 1 + P/(ε₀E) = 1 + ne²/(ε₀mω₀²) = 1 + (ω_p/ω₀)².

Multiply numerator and denominator of the last fraction by ħ², subtract one and take the positive root:

E_P = ħω_p/√(ε − 1).

For silicon √(11.7 − 1) = 3.271, and

**E_P = 16.596 eV/3.271 = 5.07 eV, or about 5.1 eV.**

The field in this derivation is the average field. In a crystal the field acting on an electron can differ from it. If the difference is proportional to P, it is also proportional to u and changes the effective stiffness of the spring. The frequency ω₀ deduced from ε already includes that change.

Two limits show what the formula says. As ω₀ → 0 the electrons become free, ε grows without bound, and the slab screens a static field completely, as a metal does. For ω₀ much larger than ω_p the electrons hardly move and ε approaches one, the value for empty space.

Binding also alters the collective oscillation itself. With both forces present,

m d²u/dt² = −(ne²/ε₀)u − mω₀²u,

so the squared frequencies add:

ω_L² = ω_p² + ω₀².

For silicon this gives √(16.596² + 5.074²) = 17.35 eV. The same sheets with springs added oscillated at 17.355 eV, in agreement. Since ω_p² = (ε − 1)ω₀², the sum can also be written ω_L² = εω₀². Thus ħω_p = 16.6 eV is the free-electron value, and within this model the bound electrons oscillate at an energy 0.76 eV higher.

**Comparison of the estimate with the solution**

For the plasmon, the estimate had the right form, and the factor guessed as one is confirmed for planar motion. The difference between 17 and 16.6 eV is rounding.

For the gap, the scaling estimate without rounding is 16.596/√11.7 = 4.85 eV, against 5.07 eV from the full formula. Their ratio is

√(ε − 1)/√ε = √(1 − 1/ε) = √(10.7/11.7) = 0.956,

so the estimate is 4.4 % below the solution. The missing piece is the "1" in ε, which belongs to empty space and not to the electrons. The estimate is good when ε is large. For a material with ε = 2 the ratio would be √(1/2) = 0.71, and the estimate would be 29 % too low.

**What kind of gap is E_P?**

Real electrons do not share one natural frequency. To see what replaces ω₀, consider independent electrons that each respond to the average field. Let an electron have ground state 0 and excited states j at energies E_j above it. The field adds the potential energy eEx. First-order perturbation theory gives the mean displacement

⟨x⟩ = −2eE Σ_j |x_j0|²/E_j,

where x_j0 is the matrix element of x, and x is measured from its mean value without the field. Define the oscillator strength

f_j = 2mE_j|x_j0|²/ħ².

Then |x_j0|² = ħ²f_j/(2mE_j), and

⟨x⟩ = −(eEħ²/m) Σ_j f_j/E_j².

With P = −en⟨x⟩ this becomes

ε − 1 = (ħω_p)² Σ_j f_j/E_j².

The strengths add up to one. For H = p²/(2m) + V(x), the commutator is [H, x] = −iħp/m, and therefore [x, [H, x]] = ħ²/m. Writing out the four terms of the double commutator in the ground state gives 2⟨xHx⟩ − 2E₀⟨x²⟩, where E₀ is the ground-state energy. Inserting the complete set of states turns this into 2Σ_j E_j|x_j0|². Equating the two results,

Σ_j f_j = (2m/ħ²) Σ_j E_j|x_j0|² = 1.

Comparison with ε − 1 = (ħω_p/E_P)² shows that

1/E_P² = Σ_j f_j/E_j².

So E_P is an average excitation energy, with each 1/E_j² weighted by its strength. From the ground state no f_j is negative, and every 1/E_j² is at most 1/E_1², where E_1 is the lowest transition with non-zero strength. Hence E_P ≥ E_1.

A numerical case shows the difference. One electron was placed in the well V = −8 eV · exp[−(x/0.15 nm)²], on a grid of 801 points from −3 to 3 nm. The strengths summed to 0.9991; the shortfall from one is an effect of the finite grid spacing. The lowest allowed transition was at 4.40 eV, while the response to a weak field gave an average energy of 4.6 eV.

**A second case: a model with bands**

The name "gap" suggests a minimum energy between two bands. A simple isotropic model connects that minimum with E_P. Let the valence electrons fill a sphere of radius k_F, with two spin states for each wavevector, so that n = k_F³/(3π²). For silicon

k_F = (3π² × 199.76)^(1/3) nm⁻¹ = 18.08 nm⁻¹,
E_F = ħ²k_F²/(2m) = 12.46 eV.

Let the crystal couple each wavevector k to the one shifted by 2k_F straight back through the centre, with coupling energy E_g/2. Put x = k/k_F. The two plane waves have energies E_F x² and E_F(2 − x)², which differ by 4E_F(1 − x). The coupled levels are separated by

E(x) = √[E_g² + 16E_F²(1 − x)²].

The smallest separation is E_g, reached at the surface of the sphere.

The momenta of the two plane waves along k differ by 2ħk_F. For two levels mixed through an angle θ, with sin θ = E_g/E, the momentum matrix element is half this difference times sin θ, which is ħk_F E_g/E. Along k the coupling acts like a potential in one dimension, so the relation [H, x] = −iħp/m holds for that direction. In this relation and the next, x is the position along k and not the ratio k/k_F. The matrix elements then obey |p| = mE|x|/ħ, and the strength can be written f = 2|p|²/(mE). Across k both plane waves have zero momentum, and the model counts no strength there. The field makes all angles with k, and the average of cos² over directions is 1/3. With ħ²k_F²/m = 2E_F,

f(x) = (1/3)(2/E)(2E_F)(E_g/E)² = (4/3)E_F E_g²/E³.

The fraction of electrons between x and x + dx is 3x²dx. Write ε − 1 = S(ħω_p/E_g)². Then

S = E_g² ∫₀¹ 3x² f/E² dx = 4E_F E_g⁴ ∫₀¹ x²/E⁵ dx.

Let Δ = E_g/(4E_F) and t = (1 − x)/Δ. Then E = E_g√(1 + t²), x = 1 − Δt and dx = −Δ dt. The prefactor 4E_F E_g⁴Δ/E_g⁵ equals one, and

S = ∫ (1 − Δt)²(1 + t²)^(−5/2) dt, from t = 0 to 1/Δ.

For small Δ the upper limit may be replaced by infinity, with an error of order Δ⁴. The substitution t = tan φ gives 2/3, 1/3 and 1/3 for the integrals containing 1, t and t². Therefore

S ≈ 2/3 − 2Δ/3 + Δ²/3 = (2/3)(1 − Δ + Δ²/2).

Requiring ε = 11.7 gives E_g = 3.98 eV. To verify this, Δ = 3.981/(4 × 12.461) = 0.0799 and S = 0.616, so that

E_g = √S · ħω_p/√(ε − 1) = 0.785 × 5.07 eV = 3.98 eV.

Direct diagonalization of the two-wave problem gives S = 0.6155, against 0.6156 from the formula.

The same permittivity thus corresponds to an average energy of 5.1 eV or to a minimum gap of 4.0 eV. The minimum is lower for two reasons: the transitions spread upward from it, and the total strength in this model is 0.864 per electron instead of one. With the strengths rescaled to sum to one, the average transition energy of the model itself is √0.864 × 5.07 eV = 4.72 eV. The spread therefore accounts for the step from 3.98 to 4.72 eV, and the missing strength for the step from 4.72 to 5.07 eV. The second reason is a weakness of the model. Its coupling turns with the direction of k, so it is not a potential V(x), and the proof that the strengths add up to one does not apply. The total strength is ∫₀¹ 3x² f dx, and the factor x², which is below one inside the sphere, reduces it. Without that factor the integral would be 1/√(1 + Δ²) = 0.997. If the missing strength were restored as upward transitions, it would add to ε, and a larger E_g would be needed to keep ε at 11.7. A quoted Penn gap therefore has a meaning only together with the formula used to extract it.

**Core electrons and temperature**

A local-density (LDA) calculation of the free, spherical silicon atom puts the 2p level at −95.6 eV and the 3s and 3p levels at −10.8 and −4.2 eV. These are orbital energies of that approximation, not measured ionization energies. The wide separation supports counting four valence electrons, but the core still acts in two ways.

First, it polarizes. A Hartree–Fock calculation for the free Si⁴⁺ ion gives a polarizability volume of 2.41 × 10⁻⁵ nm³. With 8/0.16019 = 49.9 atoms per nm³, and each ion responding to the average field, the contribution to ε is

4π × 49.9 × 2.41 × 10⁻⁵ = 0.015.

Removing it from ε raises E_P by the fraction 0.015/(2 × 10.7), or about 0.004 eV. This may be too low, because the field at an ion can exceed the average field. If the surrounding electrons acted as point dipoles in a cubic arrangement, the field at the ion would be larger by the factor (ε + 2)/3 = 4.6. The ion's dipole would act back on those electrons with the same factor, so the contribution to ε would grow by about 4.6², to roughly 0.3. The shift of E_P would then be about 0.07 eV, which is still small beside 5.07 eV. The polarizable cores also screen the plasmon. Their excitations lie far above 17 eV, so they act as a nearly constant background. With each ion responding to the average field, ω_p is divided by √(1 + 0.015), which lowers the plasmon energy by about 0.12 eV.

Second, it blocks transitions. The strengths of a valence electron sum to one when all states are included, even the lower core states, for which E_j and f_j are negative. Those states are full and the Pauli principle forbids the transitions, so the remaining upward strength exceeds four per atom. In the LDA atom the excess is 0.15. Both energies scale as the square root of the strength, and √(1 + 0.15/4) = 1.019. The plasmon energy would become 16.9 eV and the Penn gap 5.17 eV. This is a free-atom estimate, and the excess in the crystal may differ.

For heating by 100 K at fixed pressure, take a rough linear expansion of 2.6 × 10⁻⁶ per K and a rough relative increase of ε of 1 × 10⁻⁴ per K. Since ω_p varies as a^(−3/2), the plasmon energy falls by about 6 meV. The Penn gap falls by about 30 meV, mostly because ε rises.

**Beside real silicon**

The lattice constant and permittivity used here are typical of silicon near room temperature. The measured bulk plasmon peak lies at roughly 17 eV, near both the free-electron value of 16.6 eV and the bound-oscillator value of 17.4 eV. That rough figure cannot decide between them, since extra valence strength also raises the energy and the model has no damping. The band gap that matters for transistors is roughly 1.1 eV and indirect: its two band edges have different wavevectors. Strong direct absorption begins at a little over 3 eV. The Penn gap lies above both, as an average over the whole valence response should, and it must not be used to estimate carrier densities or an absorption edge. Real silicon does not have a single transition energy. In the two-band model the same permittivity goes with a minimum gap of 4.0 eV, while the one-oscillator average is 5.1 eV. These are different quantities, and the difference between them is larger than any of the core or temperature corrections above. The printed values are collected in the numerical output.

Calculated quantities

```
lattice constant (input): 0.5431 nm
valence electrons per atom (input): 4
static relative permittivity (input): 11.7
atoms per cubic cell, counted: 8
cell volume: 0.16019 nm^3
valence density: 199.76 nm^-3
plasma angular frequency: 2.5214e+16 rad/s
free-electron plasmon energy: 16.596 eV
sqrt(permittivity - 1): 3.2711
one-oscillator Penn gap: 5.074 eV
slip, if the -1 is forgotten: 4.852 eV
free sheets, oscillation energy: 16.596 eV
bound sheets, oscillation energy: 17.355 eV
bound plasmon from formula: 17.355 eV
permittivity from bound sheets: 11.7000
test well, strength sum: 0.9991
test well, lowest allowed transition: 4.403 eV
test well, average energy from response: 4.605 eV
Fermi wavevector: 18.085 nm^-1
Fermi energy of valence density: 12.461 eV
two-band minimum gap: 3.981 eV
two-band factor S, diagonalized: 0.6155
two-band factor S, formula: 0.6156
two-band strength per electron: 0.8640
Si4+ polarizability, HF: 2.411e-05 nm^3
core contribution to permittivity: 0.0151
Penn gap with core part removed: 5.077 eV
LDA atom, 2p level: -95.65 eV
LDA atom, 3s level: -10.83 eV
LDA atom, 3p level: -4.17 eV
valence strength to all states: 3.9995 per atom
extra strength from filled core: 0.1506 per atom
plasmon energy with extra strength: 16.906 eV
Penn gap with extra strength: 5.168 eV
heating considered: 100 K
linear expansion, rough input: 2.6e-06 per K
relative permittivity slope, rough input: 1e-04 per K
plasmon shift on heating: -6.5 meV
Penn gap shift on heating: -29.5 meV
```
